Capture numbers of two neighbouring islands in a screened medium

**1. What goes wrong without it**

A simple rate equation for submonolayer growth gives every island of the same radius the capture number of an isolated island. For two islands close together this counts some adatoms twice: each island is credited with atoms that the other has already taken. In the silver example below, two islands of radius 1 nm at a centre distance of 6 nm would be credited with 15 atoms per second each. Allowing for the neighbour brings this down to 11.4. The correction follows from a diffusion problem with two absorbing discs.

**2. The model and its conventions**

Adatoms land on a flat surface at a flux F per area and diffuse with an isotropic coefficient D. Two identical circular islands have radius R and centre distance d. Every adatom that reaches an island edge is absorbed, so the adatom density n vanishes there. All other islands are smeared into a uniform medium which removes adatoms at the rate Dn/z² per area. The length z is the screening length. This is a mean-field description.

The density relaxes in a time of order z²/D. If the islands grow much more slowly than this, the time derivative can be dropped:

D∇²n − Dn/z² + F = 0.

Far from the pair n is uniform, and the equation gives

n̄ = Fz²/D.

The capture number σ is defined by

(edge current into one island) = σDn̄.

It has no unit. Atoms that land directly on top of an island are not part of σ; they are treated in section 6.

It is convenient to use the relative depletion u, defined by n = n̄(1 − u). Substitution gives

−Dn̄∇²u − Dn̄(1 − u)/z² + F = 0.

Since F = Dn̄/z², the constant terms cancel, and

∇²u = u/z²,

with u = 1 on both edges and u → 0 far away. The inward current per edge length is D∂n/∂r = −Dn̄∂u/∂r, where r is measured from the island centre. Therefore

σ = −∮ (∂u/∂r) ds,

taken around one island. I write x = R/z and δ = d/z.

**3. One island**

For a function of r alone, with s = r/z, the equation reads (s u′)′ = s u. Its solutions are the modified Bessel functions K0(s), which decays at large s, and I0(s), which is regular at s = 0. The properties needed are

K0′ = −K1, I0′ = I1,

and, for small s, with γ Euler's constant,

K0(s) ≈ ln(2/s) − γ, K1(s) ≈ 1/s, I0(s) ≈ 1 + s²/4, I1(s) ≈ s/2.

For an isolated island u = A K0(r/z), and u = 1 at r = R gives A = 1/K0(x). The edge has length 2πR and the slope there is −A K1(x)/z, so

σ₁ = 2πx K1(x)/K0(x).

For R ≪ z the factor xK1(x) tends to 1, and

σ₁ ≈ 2π/K0(x).

**4. Two islands**

The equation for u is linear, so fields centred on the two islands may be added. The islands are identical, so their strengths are equal. In the monopole approximation each field is taken to be isotropic about its own centre:

u = A[K0(r₁/z) + K0(r₂/z)],

where r₁ and r₂ are the distances from the two centres. On the edge of island 1 the first term is A K0(x). In the second, r₂ varies between d − R and d + R. For R ≪ d and R ≪ z this changes K0(r₂/z) little, and its value at the centre, K0(δ), may be used. The condition u = 1 becomes

A[K0(x) + K0(δ)] = 1.

The current into island 1 comes from its own field, which contributes 2πxK1(x)A ≈ 2πA. The neighbour's field is smooth inside the circle r₁ = R. By the divergence theorem its contribution is minus the integral of A K0(r₂/z)/z² over the disc, about −πx²A K0(δ), which is negligible at leading order. Hence

σ = 2π/[K0(R/z) + K0(d/z)].

The boundary condition also shows what the neighbour does. Rewrite it as A K0(x) = 1 − A K0(δ) and multiply by 2π/K0(x):

σ = σ₁[1 − A K0(δ)].

The bracket is the relative density n/n̄ that the neighbour alone, with its actual strength A, would leave at the site of island 1. To this order, an island in a pair behaves as a single island in a more dilute adatom gas.

**5. Limits and an unequal pair**

For d ≫ z, K0(δ) decays as √(π/2δ) e^(−δ), and the single-island value returns. The range of the interaction is therefore z.

For R ≪ d ≪ z both functions may be replaced by their logarithms:

K0(x) + K0(δ) ≈ ln(2z/R) + ln(2z/d) − 2γ = 2[ln(2z/√(Rd)) − γ] ≈ 2K0(√(Rd)/z).

The two islands together then capture

2σ ≈ 2π/K0(√(Rd)/z).

This is the capture number of one island of radius √(Rd). The ratio to a single island is 2σ/σ₁ = 2K0(x)/[K0(x) + K0(δ)]. Since K0(δ) is positive but smaller than K0(x), the pair collects more than one island does, but less than twice as much.

If the radii differ, the strengths differ too. With a = K0(R₁/z), b = K0(R₂/z) and k = K0(d/z), the two edge conditions are

aA₁ + kA₂ = 1, kA₁ + bA₂ = 1.

Subtracting the second from the first gives (a − k)A₁ = (b − k)A₂, so

A₁/A₂ = (b − k)/(a − k).

Let island 1 be the larger. Then b > a, and a > k because R₁ < d. Taking the same k from numerator and denominator of b/a raises a ratio that is already above 1. At fixed z, the larger island's advantage in edge current is thus greater in a pair than between two isolated islands of the same sizes.

**6. The first correction**

The result is a leading-order one. Its error can be found by keeping the next terms in x.

Let θ be the angle at island 1, measured from the direction of its neighbour. Moving a distance r that way reduces r₂ by r cos θ, and K0′ = −K1, so close to island 1

K0(r₂/z) ≈ K0(δ) + K1(δ)(r/z) cos θ.

The second term spoils the condition u = 1. It is cancelled by a dipole field B K1(r₁/z) cos θ, which solves the same equation because it is proportional to a derivative of K0(r₁/z) along the pair axis. At the edge

B K1(x) + A x K1(δ) = 0,

and with K1(x) ≈ 1/x,

B ≈ −A x² K1(δ).

By symmetry the neighbour carries the same dipole, with its angle measured towards island 1. At the centre of island 1 that angle is zero, and the dipole adds B K1(δ) = −A x² K1(δ)². The neighbour's total field there is Ag, with

g = K0(δ) − x² K1(δ)².

The angular mean of a regular solution is itself a regular isotropic solution, that is, its central value times I0(r/z). The island's own dipole averages to zero. The mean of u around island 1 is therefore

A[K0(r/z) + g I0(r/z)].

Setting this to 1 at the edge and taking the slope there gives

σ = 2πx[K1(x) − gI1(x)]/[K0(x) + gI0(x)].

To simplify this, note that (s u′)′ = s u for both functions makes s(I0K0′ − I0′K0) a constant. Its derivative is I0(sK0) − K0(sI0) = 0, the products of first derivatives having cancelled. As s → 0 the constant tends to −1, so

I0K1 + I1K0 = 1/s.

At s = x this gives K1 = (1/x − I1K0)/I0, and

K1 − gI1 = [1/x − I1(K0 + gI0)]/I0.

Hence

σ = 2π/{I0[K0 + gI0]} − 2πxI1/I0,

all functions being taken at x. Now let S = K0(x) + K0(δ). With I0 ≈ 1 + x²/4, the product in braces is, to order x²,

S − x²K1(δ)² + (x²/4)[K0(x) + 2K0(δ)].

The last term of σ is approximately −πx². Dividing by the leading result 2π/S gives the relative correction

Δ = −x²S/2 − x²[K0(x) + 2K0(δ)]/(4S) + x²K1(δ)²/S.

The first term comes from counting edge current alone. The second is due to the finite size of the discs. The third is the dipole term: each island draws its current more from its outer side, and this raises σ.

Direct hits bring FπR² atoms per second to an island. Since F = Dn̄/z², they add πx² to the capture number if these atoms stay on the island and join it. This cancels the first term of Δ. The leading formula is then closer to the total supply of an island than to its edge current, provided that the other two terms of Δ are small compared with the first.

**7. Capture zones**

Divide the edge current by F. The result is an area,

σDn̄/F = σz²,

the size of the region whose deposited atoms would supply the island. To see where they come from, integrate ∇²u = u/z² over the surface outside both islands. The left side becomes the total edge flux, 2σ, because the far boundary contributes nothing. Thus

2σz² = ∫ u dA (outside the islands).

The integrand has a direct meaning. Let p be the probability that an atom landing at a given point reaches one of the two islands before the medium removes it. In a short time dt the atom survives with probability 1 − D dt/z² and makes a random step of mean square length 4D dt. Averaging p over that step gives

p = (1 − D dt/z²)(p + D dt ∇²p),

and to first order in dt, ∇²p = p/z². Also p = 1 at the edges and p → 0 far away. These are the conditions that fix u, so p = u. In this model a capture zone is a probability that fades over a distance of order z, not a cell with a sharp border.

**8. Example: small silver islands on Ag(100)**

The parameters are assumed inputs, meant to lie in the regime of submonolayer silver on Ag(100) near room temperature:

- T = 300 K, flux 0.005 ML/s
- hop barrier 0.40 eV, attempt rate 3×10¹² s⁻¹ in each of four directions
- site spacing 0.289 nm
- island density N = 0.004 nm⁻², R = 1 nm, d = 6 nm

The flux per area is F = 0.005/0.289² = 0.0599 nm⁻² s⁻¹. With kT = 0.02585 eV, the hop rate per direction times the squared spacing gives

D = 3×10¹² × exp(−0.40/0.02585) × 0.289² = 4.78×10⁴ nm²/s = 4.78×10⁻¹⁰ cm²/s.

The medium consists of islands that each capture σ₁Dn atoms per second, so its loss per area is Nσ₁Dn and 1/z² = Nσ₁. With σ₁ = 2π/K0(R/z) this becomes

2πNz² = K0(R/z),

whose numerical root is z = 9.78 nm. Then x = 0.102, δ = 0.613, K0(x) = 2.406 and K0(δ) = 0.761, and

σ₁ = 2π/2.406 = 2.61,
σ = 2π/(2.406 + 0.761) = 1.98.

At fixed z and n̄ the neighbour lowers the capture number by 24%. The capture area σz² falls from 250 to 190 nm² per island. The first value is 1/N, as the choice of z requires. Multiplied by F, these areas give 15.0 and 11.4 atoms per second.

The formula gives the following ratios σ/σ₁ at other distances, with R and z fixed:

- d = 3 nm: 0.64
- d = 6 nm: 0.76
- d = 12 nm: 0.89
- d = 24 nm: 0.97

The influence of a neighbour has nearly gone at two to three screening lengths.

**9. How good is the monopole approximation here?**

The two-disc problem can be solved numerically by giving each island a series of multipole fields K_m(r/z) cos mθ, here up to m = 14, and fitting u = 1 on the edge by least squares. For d = 6 nm this gives σ = 1.956, which is 1.4% below the formula. The three terms of Δ are −1.65%, −0.32% and +0.53%, and their sum is −1.4%. Most of the difference is thus a matter of counting: direct hits would add πx² = 0.033 and bring the total to 1.989, against 1.985 from the formula.

At d = 12 and 24 nm the numerical σ lies about 1.6% below the formula. At 3 nm, where the edges are 1 nm apart, it lies 0.1% above. This close agreement does not mean that the approximation improves at short distance. The dipole term is positive and grows as d falls, while the other two are negative, so errors of opposite sign offset each other.

**10. What the uniform medium leaves out**

The mean island spacing N^(−1/2) is 15.8 nm, larger than both d and z. A smooth medium is a crude picture on that scale. It can be replaced by explicit islands on a periodic square of side L with no background loss. The density is then

n = n₀ − (1/D) Σ_j J_j G(r − r_j),

where J_j is the current into island j, and G is the periodic solution of −∇²G = (point source) − 1/L² with zero mean. Consequently n₀ is the mean of n over the whole square, island discs included. The mean over the free surface is about 1.6% higher here, a difference neglected below. Requiring n = 0 at every island edge, again in the monopole approximation, gives linear equations for the currents, and σ_j = J_j/(Dn₀).

I solved these for 100 islands of radius 1 nm with L = 158 nm, placed at random but with no two centres closer than 6 nm. One set of 300 arrangements contained a chosen lone island, another a chosen pair at 6 nm. The averages, with standard errors, are

lone island: σ = 3.03 ± 0.05,
island in the pair: σ = 2.31 ± 0.03,
ratio: 0.76 ± 0.02.

Both capture numbers are about 16% above the mean-field values 2.61 and 1.98, with a standard error of about 2% on this excess. The ratio agrees with the formula's 0.76 within its standard error. For these parameters the screened medium describes the effect of a neighbour better than it describes the capture numbers themselves. The 16% excess comes mainly from the minimum distance of 6 nm, which keeps competing islands away from the chosen one. With a minimum distance of 2.5 nm the same calculation gives σ = 2.53 ± 0.06 for a lone island, and the excess is gone. A smooth medium also shows the effect: if its loss is removed within 6 nm of a lone island and z is adjusted so that Nσz² = 1, σ becomes 2.96.

The higher capture numbers do not mean that the average island grows 16% faster. The currents must add up to FL², so their average over all islands stays at F/N; a larger σ goes with a lower mean density n₀.

**11. The model beside real silver islands**

A barrier near 0.4 eV is a rough but reasonable value for hopping on Ag(100), and the fourfold symmetry of the surface makes D isotropic. The island density depends on flux and temperature, so 0.004 nm⁻² stands for a regime and not for a particular film. An island of radius 1 nm holds about 38 atoms, which belongs to an early stage of growth. As long as absorption at the edge is perfect, the arrangement of the surrounding islands moves σ most among the effects sized here: keeping them at least 6 nm apart raises it by about 16%. The 6 nm is an assumed value, not a property of silver films, and the shift grows as the arrangement becomes more ordered. In the same periodic model a lone island has σ ≈ 3.8 for a minimum distance of 10 nm and σ = 4.3 on a square array of the same density, roughly 45% and 65% above the mean-field 2.61. The others are smaller for these numbers:

- Shape. Compact islands on this surface tend to be square. A square of equal area has a side of 1.77 nm and lies between circles of radius 0.89 and 1.25 nm. Set u = 1 on the islands themselves; the integral of u/z² over the whole plane is then the edge current plus the direct hits, in units of Dn̄. Enlarging an absorber cannot lower u anywhere, so it cannot reduce this total. The leading formula is close to the total per island, and putting the two radii into it gives an approximate range for the change, from −4% to +8% at fixed d and z.
- Lattice. The radius is only about 3.5 site spacings, so a sharp continuum edge is an approximation. If adatoms hop on the square lattice and are bound at any site next to an island, the total supply of an island of 37 atoms in the pair, direct hits included, is about 4% above the leading formula at the same z.
- Nucleation. Each new nucleus removes two adatoms. If an adatom is given the capture number of an island, nucleation adds a loss 2σ₁Dn² per area. With n = n̄(1 − u) the equation for the depletion becomes ∇²u = [u + (2n̄/N)(2u − u²)]/z², where z is the screening length without nucleation. Here n̄ = 1.2×10⁻⁴ nm⁻² and n̄/N = 0.03. To first order in n̄/N, σ in the pair rises by about 2.3% if σ₁ in the loss rate is held fixed, or by about 2.9% if σ₁ is allowed to rise as well.
- Time dependence. The coverage NπR² = 0.0126 ML takes 2.5 s to deposit, while z²/D is 2 ms. The steady-state equation is well justified.

Perfect absorption is an assumption of another kind. Suppose that attachment is hindered, so that n = ℓ∂n/∂r at the edge, with ℓ a length. In the monopole approximation this reads 1 − AS = ℓA/R, since the slope of u is −A/R. Therefore

σ = 2π/[K0(R/z) + K0(d/z) + ℓ/R].

Hindered attachment can be neglected when ℓ/R is much smaller than S, which is 3.17 here. With ℓ = R, the denominator would rise to 4.17 and σ would fall by 24% at fixed z. It would also weaken the relative effect of the neighbour, because K0(d/z) would then be a smaller part of the denominator.
